# Antenna charging balance and tunnelling current in a plasma-exposed gate oxide

During plasma processing, a conductor of exposed area \(A_a\), the antenna, is connected to a gate of area \(A_g\). The gate lies on an oxide of thickness \(t\) above the substrate. Charge collected by the large antenna can leave through the small gate oxide, so the area ratio \(r=A_a/A_g\) matters. The problem is to find the oxide current density, and how it depends on \(r\) and on the local difference between ion and electron currents.

The plasma is steady, without radio-frequency modulation of the sheath. Its electrons are Maxwellian, with temperature \(T\) expressed in volts. The ion current density \(J_i\) is saturated, meaning independent of the conductor potential. Surfaces collect as planes, without shading by topography. A current density is positive when positive charge flows from plasma to conductor, or through the oxide from antenna to substrate. The oxide voltage is \(V=V_a-V_s\), antenna minus substrate potential. Gate and substrate are treated as metals, so no voltage drops outside the oxide.

The worked example uses round model parameters: \(T=4\) V, \(J_i=10^{-3}\) A/cm² everywhere, and an electron saturation current density \(J_{e0}=0.1\) A/cm². The plasma potential is 28 V over the central 20% of the wafer and 20 V over the rest. Equal \(J_{e0}\) at different plasma potentials presupposes that electrons do not reach Boltzmann equilibrium between the zones, for instance because a magnetic field hinders their motion across the wafer. With such equilibrium, \(J_{e0}\propto e^{V_p/T}\), and the floating potential would be uniform only if \(J_i\) were still uniform. If instead \(J_i\) follows the local density, as \(J_{e0}\) does, the floating potentials keep their 8 V difference and only the area weighting of part (b) changes, giving a central offset of 4.71 V in place of 7.24 V. The oxide is 4 nm thick, with a tunnel barrier of 3 eV and an oxide electron mass of 0.5 electron masses.

## (a) Current from the plasma

**Find the net current density to a conductor at potential \(V_a\) below the local plasma potential \(V_p\).**

**Solution.** Let \(n\) be the electron density in the plasma where the potential is \(V_p\), \(q\) the elementary charge and \(m_e\) the electron mass. An electron reaches the conductor if its velocity towards it exceeds \(v_0\), where \(m_ev_0^2/2=q(V_p-V_a)\). The electron current density is therefore

\[
J_e=qn\sqrt{\frac{m_e}{2\pi qT}}\int_{v_0}^{\infty}v\,e^{-m_ev^2/(2qT)}\,dv .
\]

The integral equals \((qT/m_e)e^{-m_ev_0^2/(2qT)}\), so

\[
J_e=J_{e0}\,e^{(V_a-V_p)/T},\qquad J_{e0}=qn\sqrt{\frac{qT}{2\pi m_e}} .
\]

The floating potential \(V_f\) is the potential at which \(J_e=J_i\):

\[
V_f=V_p-T\ln\frac{J_{e0}}{J_i}.
\]

Eliminating \(J_{e0}\) and \(V_p\) in favour of \(V_f\) gives

\[
J_{\rm net}=J_i-J_e=J_i\left[1-e^{(V_a-V_f)/T}\right].
\]

A conductor below \(V_f\) collects net positive charge. In the example \(T\ln 100=18.42\) V, so \(V_f\) is 9.58 V in the centre and 1.58 V outside.

## (b) Substrate potential and local imbalance

**The substrate floats as a whole and collects current through exposed conducting surface spread evenly over the wafer. This surface is much larger than all antennas together. Find \(V_s\) and the current imbalance at substrate potential.**

**Solution.** The total current to a floating wafer vanishes. Because the antennas are small, their currents do not alter this condition. With angle brackets for the area average,

\[
0=\langle J_i\rangle-e^{V_s/T}\langle J_ie^{-V_f/T}\rangle
\quad\Rightarrow\quad
V_s=T\ln\frac{\langle J_i\rangle}{\langle J_ie^{-V_f/T}\rangle}.
\]

Define the local offset \(D=V_f-V_s\) and the local imbalance

\[
\Delta J=J_{\rm net}(V_a=V_s)=J_i\left(1-e^{-D/T}\right).
\]

The average of \(\Delta J\) is zero: an ion-rich region must be matched by an electron-rich one. If \(V_f\) is the same everywhere, then \(V_s=V_f\) and \(\Delta J=0\) at every point. In this model an antenna in such a plasma produces no steady oxide stress, however large it is. This rests on planar collection: shading by topography, excluded here, can charge an antenna even in a uniform plasma.

In the example, measuring potentials from the outer floating potential,

\[
V_s-V_{f,\rm out}=-4\ln\left(0.2\,e^{-8/4}+0.8\right)\ {\rm V}=0.76\ {\rm V}.
\]

Thus \(V_s=2.34\) V, with \(D=7.24\) V in the centre and \(D=-0.76\) V outside. The imbalances are \(8.36\times10^{-4}\) and \(-2.09\times10^{-4}\) A/cm². Weighted by 0.2 and 0.8, they cancel.

## (c) The charging balance

**Derive the steady balance between antenna and gate. Show that its solution is unique and stable, and compare the oxide current density with \(r\Delta J\).**

**Solution.** Let \(C\) be the capacitance from antenna and gate to substrate. Charge conservation reads

\[
C\frac{dV}{dt_{\rm time}}=A_aJ_{\rm net}(V_s+V)-A_gJ_{\rm ox}(V).
\]

Setting the left side to zero, dividing by \(A_g\), and using \(V_a-V_f=V-D\), we obtain

\[
\boxed{J_{\rm ox}(V)=rJ_i\left[1-e^{(V-D)/T}\right].}
\]

To display the imbalance, use \(J_ie^{-D/T}=J_i-\Delta J\):

\[
J_{\rm ox}=r\left[J_i-(J_i-\Delta J)e^{V/T}\right]
=r\left[\Delta J-(J_i-\Delta J)(e^{V/T}-1)\right].
\]

The second term is the loading of the plasma source. As the antenna charges positively, it attracts more electrons and its net current falls.

Assume that \(J_{\rm ox}\) increases with \(V\) and vanishes at \(V=0\); part (d) confirms this for tunnelling. The difference between plasma supply and oxide current then decreases strictly with \(V\). It equals \(r\Delta J\) at \(V=0\) and \(-J_{\rm ox}(D)\) at \(V=D\). These values have opposite signs when \(D\ne0\), so there is one root, and it lies between 0 and \(D\). Below the root \(V\) rises and above it \(V\) falls, so the steady state is stable.

Since \(V\) lies between 0 and \(D\), two bounds follow for either sign of \(D\):

\[
|J_{\rm ox}|\le r|\Delta J|,\qquad |J_{\rm ox}|\le |J_{\rm ox}(D)|.
\]

The first is the supply limit. The second is a voltage clamp: the antenna cannot charge beyond its floating potential. For \(D\ne0\), division by \(r\Delta J\) gives

\[
\frac{J_{\rm ox}}{r\Delta J}=1-\frac{e^{V/T}-1}{e^{D/T}-1}.
\]

The linear law \(J_{\rm ox}\simeq r\Delta J\) thus requires \(|e^{V/T}-1|\ll|e^{D/T}-1|\). For small offsets, \(|D|\ll T\), this means \(|V|\ll|D|\). For a large positive offset it means that \(D-V\) is several times \(T\).

The retarding law of part (a) remains applicable here. For \(D>0\) the antenna stays at or below \(V_f\), which is below \(V_p\). For \(D<0\) it stays at or below \(V_s=2.34\) V, far below the outer plasma potential of 20 V.

## (d) Tunnelling through the oxide

**For a trap-free oxide with equal barriers \(\phi\) on both sides, find the tunnelling current density at zero electrode temperature. Neglect image forces and any flat-band offset.**

**Solution.** Hartree atomic units are used for this derivation, so a voltage and the corresponding electron energy have the same numerical value. Take \(V>0\); equal barriers make \(J_{\rm ox}\) odd in \(V\). Electrons leave the negative electrode, whose Fermi energy is \(E_F\), and the barrier top is \(E_F+\phi-Fx\), with \(F=V/t\). Let \(m\) be the oxide electron mass.

Parallel momentum \(\mathbf k\) is conserved. For fixed \(\mathbf k\), the normal velocity cancels the one-dimensional density of states. With two spins,

\[
J_{\rm ox}=2\int\frac{d^2k}{(2\pi)^2}\int_{E_F-V}^{E_F}\frac{dE}{2\pi}\,P(E,k).
\]

The energy window contains states filled in the negative electrode and empty in the positive one. In the barrier the decay constant obeys

\[
\kappa^2=2m(E_F+\phi-Fx-E)+k^2=2m(\phi+\varepsilon-Fx),
\]

where \(\varepsilon=\eta+k^2/(2m)\) and \(\eta=E_F-E\). The transmission therefore depends on \(E\) and \(k\) through \(\varepsilon\) alone. In the WKB approximation with unit prefactor, \(P=\exp(-2\int\kappa\,dx)\). The integral ends at the far electrode or at the turning point, whichever comes first:

\[
P=\exp\left\{-\frac{4\sqrt{2m}}{3F}\left[(\phi+\varepsilon)^{3/2}-\max(\phi+\varepsilon-V,0)^{3/2}\right]\right\}.
\]

Next, \(d^2k=2\pi k\,dk=2\pi m\,d[k^2/(2m)]\). At fixed \(\eta\) the last differential is \(d\varepsilon\). At fixed \(\varepsilon\), \(\eta\) runs from 0 to the smaller of \(\varepsilon\) and \(V\). The constants combine as \(2(2\pi m)/(2\pi)^3=m/(2\pi^2)\), so

\[
J_{\rm ox}=\frac{m}{2\pi^2}\int_0^\infty d\varepsilon\,\min(\varepsilon,V)\,P(\varepsilon).
\]

The upper limit assumes that the electrodes have states for all \(E\) and \(\mathbf k\) that contribute appreciably. Raising \(V\) lowers the barrier at each interior point and does not reduce \(\min(\varepsilon,V)\), so \(J_{\rm ox}\) increases, as assumed in (c).

## (e) The high-voltage limit

**Evaluate the integral when the barrier is triangular for the electrons that matter, and find the leading correction.**

**Solution.** For \(V>\phi\), the second term in the exponent vanishes when \(\varepsilon<V-\phi\). Expand the first:

\[
(\phi+\varepsilon)^{3/2}=\phi^{3/2}\left[1+\frac{3\varepsilon}{2\phi}+\frac{3\varepsilon^2}{8\phi^2}+\cdots\right].
\]

With

\[
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3},\qquad
d=\frac{2\phi F}{3B}=\frac{F}{2\sqrt{2m\phi}},
\]

the transmission becomes

\[
P\simeq e^{-B/F}e^{-\varepsilon/d}\left(1-\frac{\varepsilon^2}{4\phi d}\right).
\]

The energy \(d\) is the depth over which transmission falls by a factor \(e\). If \(V-\phi\gg d\), the upper limit may be taken to infinity and \(\min(\varepsilon,V)\) replaced by \(\varepsilon\). Then

\[
\int_0^\infty\varepsilon e^{-\varepsilon/d}d\varepsilon=d^2,\qquad
\int_0^\infty\frac{\varepsilon^3}{4\phi d}e^{-\varepsilon/d}d\varepsilon=\frac{3d}{2\phi}\,d^2 .
\]

Since \(d^2=F^2/(8m\phi)\), the mass cancels from the prefactor:

\[
J_{\rm ox}\simeq J_{\rm FN}\left(1-\frac{3d}{2\phi}\right),\qquad
J_{\rm FN}=\frac{F^2}{16\pi^2\phi}e^{-B/F}.
\]

This is the Fowler–Nordheim law, valid at leading order for \(d\ll\phi\) and \(V-\phi\gg d\). In the example \(B=251\) MV/cm. At 5 V, \(F=12.5\) MV/cm, \(d=0.10\) eV and \(J_{\rm FN}=0.153\) A/cm². The correction factor is 0.950, against 0.955 from the full integral of part (d). This is the leading correction only within the assumptions of (d), and omitted effects are larger. Thermal occupation at 300 K raises the current by 13% at 5 V and by 28% at 3.46 V, and at 600 K by factors of about 1.65 and 3.2. Exact transmission between free-electron electrodes with a Fermi energy of 5 eV differs from the unit-prefactor WKB value by a factor of about 2 at 5 V and 0.7 at 3.46 V. The form often used for oxides carries an extra prefactor \(m_e/m\), here 2. The absolute value of \(J_{\rm ox}(V)\) is therefore uncertain by roughly a factor of two; part (f) shows when this matters.

## (f) Scaling with antenna ratio and offset

**Find the local scaling exponent with \(r\), the response to \(D\), and the effect of an error in the tunnelling prefactor. Apply the results to the central zone.**

**Solution.** Keep \(J_i\) and \(T\) fixed and take the logarithm of the balance for \(D>0\):

\[
\ln J_{\rm ox}=\ln r+\ln J_i+\ln\left[1-e^{(V-D)/T}\right].
\]

Define the logarithmic slopes of oxide and plasma,

\[
h=\frac{d\ln J_{\rm ox}}{dV},\qquad
g=\frac{1}{T\left[e^{(D-V)/T}-1\right]}.
\]

For the Fowler–Nordheim law, \(\ln J_{\rm FN}=2\ln V-Bt/V+\) constant, so \(h=(2+B/F)/V\). Differentiating the balance gives

\[
h\,dV=d\ln r+g(dD-dV)
\quad\Rightarrow\quad
dV=\frac{d\ln r+g\,dD}{h+g}.
\]

Multiplication by \(h\) yields

\[
d\ln J_{\rm ox}=\alpha(d\ln r+g\,dD),\qquad \alpha=\frac{h}{h+g}.
\]

Thus \(J_{\rm ox}\) scales locally as \(r^\alpha\), with \(0<\alpha<1\). If the tunnelling prefactor changes by a small fraction \(\delta\), then \(\delta+h\,dV=-g\,dV\). Hence \(dV=-\delta/(h+g)\), and the oxide current changes by the fraction \(\delta+h\,dV=(1-\alpha)\delta\).

The central zone, with the Fowler–Nordheim law, gives:

| \(r\) | \(V\) (V) | \(J_{\rm ox}\) (A/cm²) | \(J_{\rm ox}/(r\Delta J)\) | \(\alpha\) |
|---|---|---|---|---|
| 10 | 4.33 | 0.0052 | 0.62 | 0.96 |
| \(10^3\) | 5.22 | 0.396 | 0.47 | 0.91 |
| \(10^5\) | 6.38 | 19.3 | 0.23 | 0.73 |
| \(10^6\) | 6.92 | 77 | 0.09 | 0.44 |

At \(r=1000\) the loaded balance reads

\[
J_{\rm ox}=1000\left[0.8364-0.1636(e^{5.225/4}-1)\right]\times10^{-3}\ {\rm A/cm^2}
\simeq0.396\ {\rm A/cm^2}.
\]

An exponent near one does not imply that \(J_{\rm ox}=r\Delta J\). Between \(r=10\) and \(r=1000\) the current rises 77-fold, close to proportionality, yet it is only about half of \(r\Delta J\). Because the oxide characteristic is steep, \(V\) rises by only 0.9 V over this range, so the fraction \(J_{\rm ox}/(r\Delta J)\) changes slowly. The fraction is well below one because a voltage of 4 to 5 V already reduces the plasma supply substantially.

For \(r\to\infty\), \(V\to D\), \(g\to\infty\) and \(\alpha\to0\). The current then saturates at \(J_{\rm FN}(D)=160\) A/cm². With the full integral of (d) this value is 150 A/cm², the last two rows of the table become 19.0 and 74 A/cm², and the crossing below moves to \(1.8\times10^5\). The two bounds of (c) cross at \(r=160/(8.36\times10^{-4})\simeq1.9\times10^5\), and the crossover around this value is broad. In the opposite limit, \(r\to0\), the integral in (d) becomes proportional to \(V\), so \(h\simeq1/V\to\infty\). Both \(\alpha\) and \(J_{\rm ox}/(r\Delta J)\) then approach one. This strictly linear regime lies at voltages far below those of the table, where the Fowler–Nordheim law does not apply. For this oxide it is a formal limit: \(J_{\rm ox}/(r\Delta J)\) is 0.67 at \(r=1\) and reaches 0.98 only near \(r=10^{-10}\).

Doubling the tunnelling prefactor at \(r=1000\) raises \(J_{\rm ox}\) by only 6%. This insensitivity is lost near the clamp, where \(1-\alpha\) approaches one. All rows of the table lie above 10 MV/cm and describe an oxide assumed to remain intact; they do not predict that it survives such fields.

## (g) Dependence on the imbalance, and its sign

**At \(r=1000\), vary the excess plasma potential of the central zone. Then examine the electron-rich outer zone of the original example.**

**Solution.** Changing the excess potential changes \(V_s\), \(D\) and \(\Delta J\) together. The central zone gives:

| Excess (V) | \(D\) (V) | \(r\Delta J\) (A/cm²) | \(J_{\rm ox}\) (A/cm²) |
|---|---|---|---|
| 4 | 3.46 | 0.58 | \(1.0\times10^{-5}\) |
| 6 | 5.32 | 0.74 | 0.100 |
| 8 | 7.24 | 0.84 | 0.396 |
| 12 | 11.16 | 0.94 | 0.763 |

From the first row to the last, \(r\Delta J\) grows by a factor of 1.6 and the oxide current by about \(8\times10^4\). In the first row \(V\) equals \(D\) to the digits shown: the clamp decides the current, and almost all of the available imbalance is cancelled by extra electrons. This entry carries the full uncertainty of the tunnelling law; electrode temperature alone changes it to \(1.2\times10^{-5}\) A/cm² at 300 K and \(3\times10^{-5}\) A/cm² at 600 K. In the last row \(V=5.39\) V is well below \(D\), and 81% of \(r\Delta J\) passes through the oxide. The stress is therefore not proportional to the imbalance. At fixed \(J_i\) and \(T\), \(\Delta J\) sets the offset \(D\), and this offset must be large enough to drive tunnelling.

In the outer zone \(r\Delta J=-0.209\) A/cm². The antenna charges negatively until it reaches its floating potential, at \(V=-0.76\) V. This is far below the 3 V needed for a triangular barrier, so the full integral of (d) is required. It gives a current of magnitude about \(5\times10^{-13}\) A/cm², an order-of-magnitude value: exact transmission between free-electron electrodes is about four times larger. Such a value establishes that ideal tunnelling is negligible here; leakage through defects, which the model omits, could exceed it.

## (h) Approach to the steady state and an antenna rule

**Estimate the charging time at \(r=1000\). Then find the antenna ratio at which a charge fluence of 0.1 C/cm² passes through the oxide in 10 s in the central zone.**

**Solution.** Suppose the antenna lies over a field oxide of thickness \(t_f=400\) nm, and both oxides have relative permittivity \(\epsilon_r=4\). The capacitance per gate area is

\[
c=\epsilon_0\epsilon_r\left(\frac1t+\frac r{t_f}\right)=9.74\ \mu{\rm F/cm^2}.
\]

At the initial current density \(r\Delta J=0.836\) A/cm², charging to 5.22 V would take about 61 μs. The supply falls as \(V\) rises, and near the end the oxide current also slows the charging. Integration of the charging equation, with both effects included, gives 86 μs to reach 99% of the steady voltage.

For the rule, treat the fluence as a chosen design limit, not as a predicted breakdown criterion. The allowed current density is \(J=0.1/10=0.01\) A/cm². For \(r\) near 20, the same estimate \(cV/(r\Delta J)\) gives about 0.3 ms, so the transient is negligible over 10 s.

To invert the Fowler–Nordheim law, take its square root in atomic units and set \(y=B/(2F)\):

\[
\sqrt{16\pi^2\phi J}=Fe^{-B/(2F)}=\frac{B}{2y}e^{-y}
\quad\Rightarrow\quad
ye^y=\frac{B}{2\sqrt{16\pi^2\phi J}} .
\]

The Lambert function \(W\) is defined by \(W(z)e^{W(z)}=z\). The right side is positive, so its real solution is unique and

\[
F=\frac{B}{2W\!\left(B/[2\sqrt{16\pi^2\phi J}]\right)},\qquad V=Ft.
\]

The balance then gives the allowed ratio directly:

\[
r=\frac{J}{J_i[1-e^{(V-D)/T}]} .
\]

Here \(V=4.45\) V, and

\[
r=\frac{0.01}{10^{-3}\left[1-e^{(4.448-7.241)/4}\right]}\simeq20 .
\]

Using \(r\Delta J\) alone would give 12, a stricter limit because it neglects loading. The ratio depends weakly on the tunnelling parameters, being 18 for an oxide mass of 0.4 and 22 for a barrier of 3.2 eV. It depends strongly on the assumed nonuniformity: 51 for an excess plasma potential of 6 V, 104 for 5.5 V, and unbounded for 5 V. The value 20 belongs to this example and is not a general design rule. A voltage drop in a depleted semiconductor electrode, omitted here, would add to the antenna voltage needed and raise the allowed ratio. The formula requires \(V<D\) and the tunnelling regime of (e). If the voltage needed for the allowed current exceeds \(D>0\), no finite antenna ratio reaches that current in this model, because the clamp intervenes first. The numerical output below contains the remaining values of the antenna-ratio scan.

## Computed values

```
Electron temperature 4.0 V; ion current 1.0e-03 A/cm2
Electron saturation current 0.10 A/cm2
Plasma potential outer 20.0 V, centre 28.0 V
Central area fraction 0.20
Gate oxide 4.0 nm; field oxide 400 nm
Relative permittivity 4.0
Barrier 3.0 eV; oxide mass 0.50 electron masses
Plasma-to-floating drop 18.421 V
Floating potential outer 1.579 V, centre 9.579 V
Substrate potential 2.339 V
D centre 7.241 V; D outer -0.759 V
Imbalance centre 8.364e-04 A/cm2
Imbalance outer -2.091e-04 A/cm2
Fowler-Nordheim B 251.0 MV/cm
At V=5 V: energy width d 0.0996 eV
At V=5 V: J_FN 1.530e-01 A/cm2
At V=5 V: WKB/FN 0.9547, first order 0.9502
Centre: r, V (V), J_ox (A/cm2), J_ox/(r dJ), alpha
  1e+01 4.331 5.168e-03 0.6179 0.961
  1e+02 4.743 4.644e-02 0.5552 0.944
  1e+03 5.225 3.959e-01 0.4733 0.914
  1e+04 5.779 3.061e+00 0.3659 0.855
  1e+05 6.383 1.930e+01 0.2308 0.727
  1e+06 6.920 7.698e+01 0.0920 0.443
Clamp current at V=D 1.602e+02 A/cm2
r=1000, doubled prefactor: J_ox ratio 1.0571
r=1000, full WKB: J_ox ratio 0.9958
r=1000: excess Vp (V), D (V), r dJ, J_ox (A/cm2), V (V)
  4 3.459 5.789e-01 9.571e-06 3.459
  6 5.325 7.358e-01 9.964e-02 4.905
  8 7.241 8.364e-01 3.959e-01 5.225
  12 11.157 9.385e-01 7.634e-01 5.391
Outer, r=1000: V -0.759 V, r dJ -2.091e-01 A/cm2
Outer, r=1000: J_ox -4.7e-13 A/cm2
Capacitance per gate area 9.740 uF/cm2
Time from 0 to 99% of steady V 86.4 us
Chosen fluence 0.10 C/cm2 in 10 s
Allowed J_ox 1.000e-02 A/cm2 at V 4.448 V
Allowed r 19.90; from r dJ alone 11.96
```
